# Critical Contact Angle Between Cassie and Wenzel States on Pillared Surfaces: verification in Python

```python
"""
Result under test: on flat-topped vertical pillars the suspended (Cassie) and
filled (Wenzel) states have equal energy at the Young angle theta_c with
    cos(theta_c) = -(1 - f) / (r - f)
f = wetted top area per projected area, r = total solid area per projected area.
Cassie is lower for theta > theta_c, Wenzel for theta < theta_c.
As a global minimum this needs theta_c <= 135 degrees (no gas pockets at feet).
Lengths are in nm, surface energies in mN/m (= mJ/m^2), cell energies in 1e-21 J.
Drop calculations use micrometres and energies divided by surface tension.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

diameter, pitch, height = 40.0, 90.0, 200.0
tension = 72.0            # water, rough value
solid_vapour = 40.0       # arbitrary reference; must cancel
weak, strong = np.radians(95.0), np.radians(108.0)
temperature = 298.15
cell = pitch**2
top = np.pi * diameter**2 / 4
f = top / cell
r = 1 + np.pi * diameter * height / cell


def critical_angle(fraction, roughness, extra=0.0):
    """Angle in radians; extra = added Cassie-minus-Wenzel energy / tension."""
    return np.arccos(-((1 - fraction) + extra) / (roughness - fraction))


def inventory(theta, depth, floor_wet, pillar_height=height):
    """Energy per unit cell relative to dry solid, from the separate areas."""
    solid_liquid = solid_vapour - tension * np.cos(theta)
    floor = cell - top
    total = top + np.pi * diameter * pillar_height + floor
    wet = top + np.pi * diameter * depth + (floor if floor_wet else 0.0)
    meniscus = 0.0 if floor_wet else floor
    energy = solid_liquid * wet + solid_vapour * (total - wet)
    return energy + tension * meniscus - solid_vapour * total


def cassie(theta):
    return inventory(theta, 0.0, False) / cell


def wenzel(theta):
    return inventory(theta, height, True) / cell


def drop_minimum(base_energy, volume, pore_depth=0.0):
    """Minimise cap energy / tension at fixed total liquid volume."""
    ratio = base_energy / tension

    def energy(angle):
        c = np.cos(angle)
        v = np.pi / 3 * (1 - c)**2 * (2 + c)
        b = np.pi * np.sin(angle)**2
        radius = (volume / v)**(1 / 3)
        if pore_depth > 0:
            for _ in range(12):
                excess = v * radius**3 + pore_depth * b * radius**2 - volume
                slope = 3 * v * radius**2 + 2 * pore_depth * b * radius
                radius -= excess / slope
        return radius**2 * (2 * np.pi * (1 - c) + ratio * b)

    best = minimize_scalar(energy, bounds=(0.2, np.pi - 1e-7),
                           method="bounded", options={"xatol": 1e-10})
    return best.fun, best.x


# Crossing angle found from whole-drop energies, without the derived formula
theta_c = critical_angle(f, r)
volume = 4 * np.pi / 3 * 50.0**3
crossing = brentq(lambda t: drop_minimum(cassie(t), volume)[0]
                  - drop_minimum(wenzel(t), volume)[0],
                  np.radians(95), np.radians(110), xtol=1e-12)
assert abs(crossing - theta_c) < 1e-6
assert cassie(weak) > wenzel(weak) and cassie(strong) < wenzel(strong)

# Apparent angles and closed-form minimum drop energy
cassie_apparent = np.arccos(f * (1 + np.cos(strong)) - 1)
wenzel_apparent = np.arccos(r * np.cos(weak))
critical_apparent = np.arccos(-r * (1 - f) / (r - f))
for base, apparent in [(cassie(strong), cassie_apparent),
                       (wenzel(weak), wenzel_apparent),
                       (wenzel(theta_c), critical_apparent)]:
    value, angle = drop_minimum(base, volume)
    C = np.cos(apparent)
    closed = (9 * np.pi * volume**2 * (1 - C)**2 * (2 + C))**(1 / 3)
    assert abs(angle - apparent) < 1e-5      # flat minimum limits the angle
    assert abs(value / closed - 1) < 1e-10

# Patchwork bases: the best filled share must be an endpoint
shares = np.linspace(0, 1, 21)
for theta, expected in [(weak, 1.0), (strong, 0.0)]:
    energies = [drop_minimum(x * wenzel(theta) + (1 - x) * cassie(theta),
                             volume)[0] for x in shares]
    assert shares[int(np.argmin(energies))] == expected

# Barriers along the flat-meniscus path at the stronger treatment
path = np.array([inventory(strong, z, False)
                 for z in np.linspace(0, height, 201)]) / cell
fill_barrier = tension * abs(np.cos(strong)) * (r - 1)
empty_barrier = tension * (1 - f) * (1 + np.cos(strong))
assert np.all(np.diff(path) > 0)
assert abs(path.max() - cassie(strong) - fill_barrier) < 1e-9
assert abs(path.max() - wenzel(strong) - empty_barrier) < 1e-9

# Critical height at the stronger treatment
length_scale = cell / (np.pi * diameter) * (1 - f)
critical_height = length_scale * (1 / abs(np.cos(strong)) - 1)
height_root = brentq(lambda h: inventory(strong, 0, False, h)
                     - inventory(strong, h, True, h), 1, 1000)
assert abs(height_root - critical_height) < 1e-7
pocket_height = length_scale * (np.sqrt(2) - 1)


def groove_search(depth, width=1.0, step=0.01):
    """Smallest meniscus length / dry wall length over all straight menisci."""
    n, m = round(depth / step), round(width / step)
    left = [(0.0, depth - i * step) for i in range(n)]
    floor = [(i * step, 0.0) for i in range(m)]
    right = [(width, i * step) for i in range(n + 1)]
    points = np.array(left + floor + right)
    i, j = np.triu_indices(len(points), 1)
    chord = np.linalg.norm(points[i] - points[j], axis=1)
    return np.min(chord / ((j - i) * step))


deep, shallow = groove_search(2.0), groove_search(0.1)
shallow_two_state = 1 / (1 + 2 * 0.1)
assert abs(deep - 1 / (1 + 2 * 2.0)) < 1e-9
assert abs(shallow - 1 / np.sqrt(2)) < 1e-9
assert shallow < shallow_two_state - 0.1

# Conical gas pockets around a pillar foot obey the 1/sqrt(2) bound
radius = diameter / 2
u, w = np.meshgrid(np.geomspace(0.01, height, 300),
                   np.geomspace(0.01, (pitch - diameter) / 2, 300))
interface = np.pi * (2 * radius + w) * np.hypot(u, w)
dry_solid = 2 * np.pi * radius * u + np.pi * w * (2 * radius + w)
pocket_ratio = np.min(interface / dry_solid)
assert 1 / np.sqrt(2) <= pocket_ratio < 0.71
assert abs(np.cos(theta_c)) < 1 / np.sqrt(2)

# Finite drop: liquid stored in pores, against the pressure correction
pore = height * (1 - f) * 1e-3
finite = brentq(lambda t: drop_minimum(cassie(t), volume)[0]
                - drop_minimum(wenzel(t), volume, pore)[0],
                np.radians(95), np.radians(110), xtol=1e-12)
C = np.cos(critical_apparent)
cap_radius = (3 * volume / (np.pi * (1 - C)**2 * (2 + C)))**(1 / 3)
predicted = critical_angle(f, r, 2 * pore / cap_radius)
assert abs((finite - theta_c) / (predicted - theta_c) - 1) < 0.03
drop_radius_mm = 1.0
pressure = 2 * tension * 1e-3 / (drop_radius_mm * 1e-3)
pressure_shift = critical_angle(f, r, 2 * pore / (drop_radius_mm * 1e3)) - theta_c

# Line tension: rough magnitude, either sign is possible
line_tension = 1e-11
line_extra = (line_tension * np.pi * diameter * 1e-9
              / (cell * 1e-18) / (tension * 1e-3))
line_shift = critical_angle(f, r, line_extra) - theta_c

# Tapered walls: wider feet, same tops
wall_angle = 88.0
lean = np.radians(90 - wall_angle)
foot = radius + height * np.tan(lean)
taper_area = (top + np.pi * (radius + foot) * height / np.cos(lean)
              + cell - np.pi * foot**2)
taper_angle = critical_angle(f, taper_area / cell)
assert np.degrees(taper_angle) > 180 - wall_angle   # meniscus stays at top rim

# Rounded top edge: the suspended meniscus finds its own best position
edge = 5.0


def rounded_difference(theta):
    flat = radius - edge

    def wet_area(slope):
        return (np.pi * flat**2 + 2 * np.pi * edge
                * (flat * slope + edge * (1 - np.cos(slope))))

    def suspended(slope):
        rim = flat + edge * np.sin(slope)
        return cell - np.pi * rim**2 - np.cos(theta) * wet_area(slope)

    low = minimize_scalar(suspended, bounds=(0, np.pi / 2), method="bounded",
                          options={"xatol": 1e-10}).fun
    total = (wet_area(np.pi / 2) + np.pi * diameter * (height - edge)
             + cell - top)
    return low + np.cos(theta) * total


rounded_angle = brentq(rounded_difference, np.radians(92), np.radians(130))

# Thermal energy, sealed gas, and bending by a one-sided flat meniscus
thermal_ratio = (fill_barrier * cell * 1e-21
                 / (constants.k * temperature))
gas_factor = quad(lambda v: 1 / v - 1, 0.5, 1)[0]
gas_cost = constants.atm * height * 1e-9 * (1 - f) * gas_factor * 1e3
modulus = 130e9           # silicon along a cube axis, rough value
stiffness = modulus * np.pi * (diameter * 1e-9)**4 / 64
load = 2 * tension * 1e-3
span = height * 1e-9
bend = load * span**4 / (8 * stiffness)
bend_integral = quad(lambda s: load * (s * span)**3 / 2 * span, 0, 1)[0] / stiffness
assert abs(bend_integral / bend - 1) < 1e-9

deg = np.degrees
print(f"Pillar diameter: {diameter:.0f} nm")
print(f"Pillar pitch: {pitch:.0f} nm")
print(f"Pillar height: {height:.0f} nm")
print(f"Surface tension (rough): {tension:.0f} mN/m")
print(f"Solid contact fraction f: {f:.4f}")
print(f"Roughness ratio r: {r:.4f}")
print(f"cos(theta_c): {np.cos(theta_c):.4f}")
print(f"Critical Young angle, formula: {deg(theta_c):.3f} deg")
print(f"Critical Young angle, drop minimisation: {deg(crossing):.3f} deg")
print(f"Apparent angle at crossing: {deg(critical_apparent):.1f} deg")
for name, theta in [("weak", weak), ("strong", strong)]:
    print(f"Young angle, {name} treatment: {deg(theta):.0f} deg")
    print(f"  cosine of Young angle: {np.cos(theta):.4f}")
    print(f"  Cassie energy: {cassie(theta):.2f} mJ/m^2")
    print(f"  Wenzel energy: {wenzel(theta):.2f} mJ/m^2")
    print(f"  Cassie minus Wenzel: {cassie(theta)-wenzel(theta):.2f} mJ/m^2")
print(f"Wenzel apparent angle, weak: {deg(wenzel_apparent):.1f} deg")
print(f"Cassie apparent angle, strong: {deg(cassie_apparent):.1f} deg")
print(f"r cos(theta), strong: {r*np.cos(strong):.3f}")
print(f"Filling barrier, strong: {fill_barrier:.2f} mJ/m^2")
print(f"Emptying barrier, strong: {empty_barrier:.2f} mJ/m^2")
print(f"Critical height, strong: {critical_height:.1f} nm")
print(f"Height where theta_c = 135 deg: {pocket_height:.1f} nm")
print(f"Deep groove (h/w=2), first gas at |cos|: {deep:.4f}")
print(f"Shallow groove (h/w=0.1), first gas at |cos|: {shallow:.4f}")
print(f"Shallow groove, two-state formula |cos|: {shallow_two_state:.4f}")
print(f"Foot pocket, smallest area ratio: {pocket_ratio:.4f}")
print(f"Finite-drop test, numerical shift: {deg(finite-theta_c):.4f} deg")
print(f"Finite-drop test, predicted shift: {deg(predicted-theta_c):.4f} deg")
print(f"Taper wall angle: {wall_angle:.0f} deg")
print(f"Taper shift of theta_c: {deg(taper_angle-theta_c):.2f} deg")
print(f"Top edge radius: {edge:.0f} nm")
print(f"Edge rounding shift: {deg(rounded_angle-theta_c):.2f} deg")
print(f"Line tension (rough): {line_tension:.0e} N")
print(f"Line tension shift, size: {deg(line_shift):.3f} deg")
print(f"Drop radius: {drop_radius_mm:.0f} mm; pressure: {pressure:.0f} Pa")
print(f"Drop pressure shift: {deg(pressure_shift):.4f} deg")
print(f"Sealed gas, cost of half filling: {gas_cost:.2f} mJ/m^2")
print(f"Temperature: {temperature:.2f} K")
print(f"Filling barrier per cell / kT: {thermal_ratio:.2e}")
print(f"Silicon modulus (rough): {modulus/1e9:.0f} GPa")
print(f"One-sided meniscus tip deflection: {bend*1e9:.2f} nm")
print(f"Gap between pillars: {pitch-diameter:.0f} nm")
print("PASS")
```

Printed output:

```
Pillar diameter: 40 nm
Pillar pitch: 90 nm
Pillar height: 200 nm
Surface tension (rough): 72 mN/m
Solid contact fraction f: 0.1551
Roughness ratio r: 4.1028
cos(theta_c): -0.2140
Critical Young angle, formula: 102.358 deg
Critical Young angle, drop minimisation: 102.358 deg
Apparent angle at crossing: 151.4 deg
Young angle, weak treatment: 95 deg
  cosine of Young angle: -0.0872
  Cassie energy: 61.80 mJ/m^2
  Wenzel energy: 25.75 mJ/m^2
  Cassie minus Wenzel: 36.06 mJ/m^2
Young angle, strong treatment: 108 deg
  cosine of Young angle: -0.3090
  Cassie energy: 64.28 mJ/m^2
  Wenzel energy: 91.28 mJ/m^2
  Cassie minus Wenzel: -27.00 mJ/m^2
Wenzel apparent angle, weak: 111.0 deg
Cassie apparent angle, strong: 153.2 deg
r cos(theta), strong: -1.268
Filling barrier, strong: 69.04 mJ/m^2
Emptying barrier, strong: 42.03 mJ/m^2
Critical height, strong: 121.8 nm
Height where theta_c = 135 deg: 22.6 nm
Deep groove (h/w=2), first gas at |cos|: 0.2000
Shallow groove (h/w=0.1), first gas at |cos|: 0.7071
Shallow groove, two-state formula |cos|: 0.8333
Foot pocket, smallest area ratio: 0.7072
Finite-drop test, numerical shift: 0.1001 deg
Finite-drop test, predicted shift: 0.1001 deg
Taper wall angle: 88 deg
Taper shift of theta_c: -1.20 deg
Top edge radius: 5 nm
Edge rounding shift: 0.22 deg
Line tension (rough): 1e-11 N
Line tension shift, size: 0.032 deg
Drop radius: 1 mm; pressure: 144 Pa
Drop pressure shift: 0.0050 deg
Sealed gas, cost of half filling: 3.31 mJ/m^2
Temperature: 298.15 K
Filling barrier per cell / kT: 1.36e+05
Silicon modulus (rough): 130 GPa
One-sided meniscus tip deflection: 1.76 nm
Gap between pillars: 50 nm
PASS
```
